# Why irreducible k-points alone do not give response tensors

**Q:** I have converged the ground state of a square-lattice insulator on the irreducible k-points. Now I want its polarizability, so I shall apply a field along $x$ and sum the response over the same points with the same weights. The crystal has not changed, so why should the points?

**A:** The points may stay. The weights may stay too. What fails is the plain weighted sum, which ignores that each image of a point contributes a rotated response. Let us fix a model so that we can check this.

Take a square lattice with $a=4$ bohr and two electrons of paired spin per cell. Site A at the corner carries a Gaussian potential $D_A e^{-r^2/2s^2}$ with $D_A=-3$ Ha. Site B at the centre has the same form with $D_B=+1$ Ha, and $s=1$ bohr for both. The electrons repel through a mean-field potential $g\,n(\mathbf r)$ with $g=1$ Ha bohr². These are round model parameters, not a material. In Hartree atomic units,

$$H=\tfrac12 p^2+V(\mathbf r),\qquad V=V_A+V_B+g\,n .$$

One band is filled, and the gap on the mesh is 0.743 Ha. The mesh has $8\times8$ points, $k_x,k_y=\pi j/(8a)$ with $j=\pm1,\pm3,\pm5,\pm7$. The eight operations $S$ of the square leave both $V$ and the mesh unchanged.

**Q:** My irreducible points are then those with $k_x\ge k_y>0$. There are ten: four on the diagonal and six off it.

**A:** Yes. A diagonal point has 4 images under the group and the others have 8, so $4\times4+6\times8=64$. Here is why these weights work for the energy. If $\psi(\mathbf r)$ is a Bloch state at $\mathbf k$, the rotated function $\psi(S^{-1}\mathbf r)$ has the same energy, because $S$ leaves $H$ unchanged. Under a lattice translation $\mathbf R$ it acquires the phase

$$e^{i\mathbf k\cdot S^{-1}\mathbf R}=e^{i(S\mathbf k)\cdot\mathbf R},$$

so it belongs to $S\mathbf k$. Hence $E(S\mathbf k)=E(\mathbf k)$, and one point can stand for all its images. The band energy is $-2.06916$ Ha both from 64 points and from your ten.

The argument needs a quantity with the same value at every image. Even the ground-state density does not qualify: the contribution of $S\mathbf k$ is that of $\mathbf k$ rotated in space. A ground-state calculation on the wedge must therefore symmetrize its density.

**Q:** What does one k-point contribute to the polarizability?

**A:** The electron charge is $-1$, so a field $\mathbf E$ adds the energy $+\mathbf E\cdot\mathbf r$. By $\mathbf E$ I mean the total macroscopic field. We need the matrix elements of $\mathbf r$ between the filled band $v$ and an empty band $c$. Since $x$ commutes with $V$,

$$[x,H]=\tfrac12[x,p_x^2]=ip_x .$$

Taking $\langle c|\dots|v\rangle$ gives $x_{cv}(E_v-E_c)=ip_{cv}$, or

$$x_{cv}=-\frac{i\,p_{cv}}{\Delta_{cv}},\qquad \Delta_{cv}=E_c-E_v>0 .$$

The part of $x$ that acts within a band shifts states along $\mathbf k$. It does not change a completely filled band, so it drops out for an insulator. A metal would need separate treatment.

Let $h_b$ be the first-order change of the Hamiltonian per unit field along $b$. Perturbation theory gives the first-order state $-\sum_c|c\rangle h_{cv,b}/\Delta_{cv}$. The density receives a factor 2 from spin, and twice the real part from the two cross terms:

$$n_b(\mathbf r)=-4\,\mathrm{Re}\sum_{\mathbf k}w_{\mathbf k}\sum_c\frac{u_v^*u_c\,h_{cv,b}}{\Delta_{cv}} .$$

Here $u$ is the periodic part of a Bloch state, normalized over one cell, and the full-mesh weights are $w_{\mathbf k}=1/64$. The dipole is minus the electron position, so the sign reverses:

$$\alpha_{ab}=4\,\mathrm{Re}\sum_{\mathbf k}w_{\mathbf k}\sum_c\frac{x_{cv,a}^*\,h_{cv,b}}{\Delta_{cv}} .$$

First ignore the induced repulsion and set $h_b=x_b$. I call this the bare response and write $\alpha(\mathbf k)$ for the contribution of one point before weighting.

**Q:** And $\alpha(S\mathbf k)$ is not equal to $\alpha(\mathbf k)$?

**A:** Not in general. Rotating both states rotates the vector between them:

$$x_{cv,a}(S\mathbf k)=\sum_bS_{ab}\,x_{cv,b}(\mathbf k).$$

Arbitrary phases of the states cancel in $x^*_{cv,a}x_{cv,b}$, and a sum over a complete degenerate set does not depend on the basis chosen in it. The energy differences are unchanged. Therefore

$$\alpha(S\mathbf k)=S\,\alpha(\mathbf k)\,S^{T}.$$

The reflection that exchanges $x$ and $y$, for example, exchanges $\alpha_{xx}$ and $\alpha_{yy}$. Your wedge contains one of the two partners, and its weight counts that partner twice.

**Q:** How large is the damage?

**A:** For the bare response, in bohr³:

| k-points | $xx$ | $yy$ | $xy$ |
|---|---|---|---|
| full mesh | 2.255 | 2.255 | 0 |
| raw wedge | 3.163 | 1.347 | 0.014 |

The raw $xx$ element is 40% above the full-mesh value. A square crystal has been given a preferred axis by the choice of wedge.

**Q:** The off-diagonal element is nearly zero, though. I would have taken that as a sign that the symmetry was in order.

**A:** It is a weak check. Suppose the potential were a sum $V_1(x)+V_2(y)$. The states would then be products of an $x$ factor and a $y$ factor. The operator $x$ reaches only empty states whose $y$ factor is unchanged, and $y$ only those whose $x$ factor is unchanged. No empty state satisfies both, so $\alpha_{xy}(\mathbf k)=0$ at every point, whatever wedge is used.

The diagonal elements still go wrong. In such a potential $\alpha_{xx}(\mathbf k)$ depends on $k_x$ alone, and the wedge $k_x\ge k_y$ favours large $k_x$ for $xx$ and small $k_y$ for $yy$. I tested this by keeping only the additive part of our effective potential. The wedge then gives 3.608 and 1.447 bohr³ on the diagonal and zero off it.

Our actual potential is not far from additive. Its Fourier component along $(1,0)$ is $-0.388$ Ha, while the first non-additive one, along $(1,1)$, is $-0.028$ Ha.

**Q:** Can I rescue the ten-point sum?

**A:** For the bare response, yes. Let $m_{\mathbf k}$ be the number of images of $\mathbf k$, $N=64$ and $|G|=8$. The raw sum is

$$T=\sum_{\rm wedge}\frac{m_{\mathbf k}}{N}\,\alpha(\mathbf k).$$

Average it over the group. As $S$ runs through the eight operations, $S\mathbf k$ visits each image $|G|/m_{\mathbf k}$ times, so

$$\frac1{|G|}\sum_SS\,\alpha(\mathbf k)S^T=\frac1{m_{\mathbf k}}\sum_{\rm images}\alpha(\mathbf k').$$

The factor $m_{\mathbf k}$ in the weight cancels, and what remains is the full sum:

$$\frac1{|G|}\sum_SS\,T\,S^T=\frac1N\sum_{\rm mesh}\alpha(\mathbf k).$$

For the square group the average is easy to evaluate. The reflection $x\to-x$ reverses $T_{xy}$ and removes it, the diagonal reflection makes $xx$ and $yy$ equal, and the trace is preserved. The result is half the trace times the unit matrix. Here $(3.163+1.347)/2=2.255$ bohr³, the full-mesh value.

**Q:** Then I can leave my code alone and symmetrize the tensor at the end.

**A:** That is enough only while there is no induced potential. In a self-consistent calculation the first-order density acts back on the electrons:

$$h_b=x_b+g\,n_b .$$

If $n_b$ comes from a raw wedge sum, every cycle uses a wrong potential. To see what survives the final average, let $s_a(\mathbf r)$ be the density caused by the bare field, that is, $n_a$ with $h_a=x_a$. Insert $h_b$ into the formula for $\alpha$. With $\langle c|n_b|v\rangle=\int u_c^*u_v\,n_b\,d^2r$, the new term is

$$g\int n_b\left[4\,\mathrm{Re}\sum_{\mathbf k,c}w_{\mathbf k}\frac{x^*_{cv,a}u_c^*u_v}{\Delta_{cv}}\right]d^2r .$$

A real part is unchanged by complex conjugation, which turns the numerator into $x_{cv,a}u_v^*u_c$. The bracket is therefore $-s_a$, and

$$\alpha_{ab}=\alpha^{\rm bare}_{ab}-g\int s_a\,n_b\,d^2r .$$

To first order in $g$ we may replace $n_b$ by $s_b$. The correction is then quadratic in a k-point sum, and the average of a square is not the square of an average.

**Q:** Can you tell which way the error goes?

**A:** To this order, yes. Split the wedge density into $s_a=\bar s_a+d_a$, where $\bar s_a$ is the correct full-mesh density and $d_a$ is the part that group averaging removes. The group acts on the pair $(s_x,s_y)$ by rotating its argument and mixing its components, which preserves $\sum_a\int s_a^2$. Averaging over such operations is an orthogonal projection, so $\sum_a\int\bar s_a d_a=0$. Taking half the trace at the end leaves

$$\delta\alpha=-\frac g2\sum_a\int d_a^2\,d^2r\le0 .$$

The repaired polarizability is too small at leading order in $g$. The self-consistent calculation at $g=1$ shows the same sign:

| procedure | $xx$ | $yy$ | $xy$ |
|---|---|---|---|
| full mesh | 1.838 | 1.838 | 0 |
| raw wedge | 2.549 | 1.089 | 0.012 |
| tensor symmetrized at the end | 1.819 | 1.819 | 0 |

All entries are in bohr³. The third row is wrong by $-0.019$ bohr³, or $-1.0\%$ of the correct value. It is the more treacherous result, because the tensor has the right form.

**Q:** So the density has to be symmetrized in each cycle. I already have a routine for the ground-state density. May I pass $n_x$ through it?

**A:** No. That routine treats the density as a scalar, and would average $n_x$ with its own rotated copies. A rotation by 180° reverses the field, so the response should change sign, and the scalar average would remove it. The correct rule follows from rotating the crystal's response together with the field:

$$n(\mathbf r;\mathbf E)=n(S^{-1}\mathbf r;S^{-1}\mathbf E).$$

Write $n(\mathbf r;\mathbf E)=\sum_aE_an_a(\mathbf r)$ on both sides. Since $S$ is orthogonal, $(S^{-1}\mathbf E)_b=\sum_aS_{ab}E_a$. Comparing the coefficients of $E_a$ gives $n_a(\mathbf r)=\sum_bS_{ab}n_b(S^{-1}\mathbf r)$. A raw wedge density violates this, and its group average restores it:

$$n_a(\mathbf r)\leftarrow\frac1{|G|}\sum_S\sum_bS_{ab}\,n_b(S^{-1}\mathbf r).$$

The counting of images is the same as for the tensor, provided that the potentials $h_x,h_y$ obey the rotation rule. The bare field does, and each symmetrized density keeps it so. The rule mixes $n_x$ with $n_y$, so both directions must be iterated together. At the end the dipole tensor, still a wedge sum, is symmetrized once. This gives 1.838 bohr³ from ten points, in agreement with the full mesh.

**Q:** Suppose I want the $x$ direction alone.

**A:** Then use only operations that respect a field along $x$. The reflection $m_y:y\to-y$ does. Time reversal helps as well, since our Hamiltonian is real in position space. It gives $u_{-\mathbf k}=u_{\mathbf k}^*$ and $p_{cv}(-\mathbf k)=-p_{cv}(\mathbf k)^*$, hence

$$x_{cv}(-\mathbf k)=\frac{i\,p_{cv}(\mathbf k)^*}{\Delta_{cv}}=x_{cv}(\mathbf k)^* .$$

The matrix elements of a real induced potential are conjugated in the same way. The contributions of $\mathbf k$ and $-\mathbf k$ are thus complex conjugates, with equal real parts. Together the two symmetries reduce the mesh to the quadrant $k_x,k_y>0$: 16 points, each with weight $1/16$.

The density must still be averaged with its mirror image,

$$n_x(x,y)\leftarrow\tfrac12\left[n_x(x,y)+n_x(x,-y)\right].$$

This reproduces 1.838 bohr³. Without the mirror average the error here is only $-2.5\times10^{-6}$ bohr³. To leading order in $g$ the error is again quadratic in the omitted part of the density, here the part odd in $y$. That alone does not make it small, since the wedge error of $-0.019$ bohr³ is quadratic too. Here the omitted part itself is nearly zero. For an additive potential the bare response of one point carries the $y$ factor $|Y_{k_y}(y)|^2$, where $Y_{k_y}$ is the $y$ factor of the occupied state. The mirror gives $|Y_{k_y}(-y)|=|Y_{-k_y}(y)|$ and time reversal gives $Y_{-k_y}=Y_{k_y}^*$, so this factor is even in $y$ and the odd part vanishes. Our potential is close to additive. I would not rely on its being that small in another crystal.

**Q:** Which of the two is cheaper?

**A:** Count pairs of a k-point and a direction. One direction on the quadrant costs 16 pairs, and both directions on the wedge cost $2\times10=20$. If you need both directions anyway, the quadrant method costs 32. For this square crystal $\alpha_{xx}$ alone fixes the tensor, so the quadrant needs slightly fewer pairs than the plain wedge calculation. That advantage disappears if you also use the diagonal reflection. It leaves the four diagonal points in place and turns their $x$ response into their $y$ response, so the wedge then needs $2\times6+4=16$ pairs as well.

**Q:** Does the same problem arise when I displace an atom instead of applying a field?

**A:** It does, because a displacement is also a vector. Move sublattice A by $\mathbf u$, equally in every cell, so that $\mathbf k$ remains a good label. The first derivative of the electronic energy is $\int n\,\partial_aV_A\,d^2r$ with $\partial_a=\partial/\partial u_a$; the change of the states does not enter, because the energy is stationary with respect to them. Differentiating once more gives the force constant

$$C_{ab}=\int(\partial_aV_A)\,n_b\,d^2r+\int n\,\partial_a\partial_bV_A\,d^2r ,$$

where $n_b$ is now the response to $\partial_bV_A$. This is the electronic part; the repulsion between the ions is left out. Each operation maps site A to itself or to a lattice translate, so the rule for $n_a$ carries over unchanged. If an operation exchanged equivalent atoms, their labels would have to be exchanged too.

The full mesh gives $C_{xx}=C_{yy}=0.3484$ Ha/bohr², or 33.86 eV/Å². The raw wedge gives 0.3009 and 0.3968 Ha/bohr², errors of about $-14\%$ and $+14\%$. Both correct methods, the wedge with symmetrization in every cycle and the quadrant with its mirror, return 0.3484.

**Q:** You keep using the full mesh as the judge. What if your response formulas are wrong there as well?

**A:** Then a calculation that avoids them should disagree. For the force constant, I displaced A by finite amounts, converged the total energy each time and took the second difference. The result is 0.3484 Ha/bohr².

For the polarizability, apply a slowly varying potential energy $\phi e^{iqx}$ instead of a field. Near the origin its slope is $iq\phi$, which plays the part of $E$. The dipole per area $A=a^2$ is $P=\alpha E/A$, and its charge density is $-\partial_xP$. The electron density is minus the charge density, so its long-wave amplitude is

$$n_q=\frac{iq\,\alpha\,(iq\phi)}{A}=-\frac{\alpha q^2\phi}{A}.$$

This route needs no position operator. It still uses the first-order density formula with its induced potential, so it tests the treatment of $x$; the formula itself is tested by the total-energy calculation above. At $q=0.00785$ bohr⁻¹ it gives $\alpha=1.8377$ bohr³, against 1.8378 from the field formula. The polarizability is thus 1.838 bohr³, or 0.272 Å³.

**Q:** In my own work I may not have a full-mesh result. What would warn me?

**A:** First, change the wedge. Your ten points and their images under $x\leftrightarrow y$ are equally good irreducible sets. The raw sum gives $(xx,yy)=(2.549,1.089)$ bohr³ with one and $(1.089,2.549)$ with the other. A physical result cannot depend on that choice. Exchanging all the points together does not expose the final-only repair, however: that tensor is half a trace, which this exchange leaves unchanged. Exchange only some of them. Replacing the points $(3,1)$, $(5,3)$ and $(7,3)$, in units of $\pi/(8a)$, by their images gives another valid irreducible set, and the final-only value moves from 1.819 to 1.837 bohr³. The size of the final-only error thus depends on the set chosen.

Second, use sum rules. In a static field the total force on the electrons vanishes. The field pulls on the two electrons of a cell with $-2\mathbf E$, and their mutual repulsion has no net force, so the sites must pull with $+2\mathbf E$. By reaction, the electrons pull on the sites with $-2\mathbf E$. The electronic force per field on site A is

$$Z_{A,ab}=-\int(\partial_aV_A)\,n_b\,d^2r ,$$

with $n_b$ the field response, and likewise for B. The full mesh gives $-1.707$ for A and $-0.293$ for B, which add up to $-2.000$. The raw wedge gives sums of $-2.452$ along $x$ and $-1.542$ along $y$.

Displacements have a similar rule. Moving A and B together costs no energy, so the force constant $C_{AA}$ (called $C$ above) and the constant $C_{BA}$ for the force on B when A moves must cancel. On the full mesh they are $0.3484$ and $-0.3484$ Ha/bohr². On the raw wedge their sum is $-0.0645$ along $x$ and $+0.0657$ along $y$.

**Q:** Would the sum rule for the charges also expose the final-only repair?

**A:** Barely. Averaging the two raw sums gives $-(2.452+1.542)/2=-1.997$, which is off by 0.15%. So small a deviation is easily overlooked, although the polarizability from the same calculation is wrong by 1.0%. The k-mesh is not to blame, since the full mesh gives $-2.000$. The dependable check is to repeat one small case without spatial symmetry and compare. The numerical check for this lattice does so for both perturbations.

**Q:** So my mistake was to think that the weights belong to the crystal.

**A:** They belong to the crystal and to the quantity being summed. For an invariant quantity, the number of images is all you need. For a response, you must also say how each image is rotated, and do so before the density is fed back into the potential. Alternatively, keep only the symmetries that the perturbation leaves intact, and accept more k-points.

## Numbers as computed

```
Lattice constant: 4.0 bohr
Gaussian width: 1.0 bohr
Site A potential amplitude: -3.0 Ha
Site B potential amplitude: 1.0 Ha
Local repulsion g: 1.0 Ha bohr^2
Plane waves: 81
Full mesh points: 64
Irreducible points: 10
Quadrant points: 16
Mesh band gap: 0.74308 Ha
Effective V10: -0.38781 Ha
Effective V11: -0.02753 Ha
Effective V11 at g=2, 4x4 mesh: -0.00334 Ha
Band energy, full mesh: -2.0691615 Ha
Band energy, wedge: -2.0691615 Ha
Bare alpha, full xx, yy, xy: 2.25475, 2.25475, 0.00000 bohr^3
Bare alpha, raw wedge xx, yy, xy: 3.16254, 1.34697, 0.01446 bohr^3
Bare alpha, symmetrized xx, yy, xy: 2.25475, 2.25475, 0.00000 bohr^3
Bare alpha, additive control, wedge xx, yy, xy: 3.60752, 1.44734, 0.00000 bohr^3
Alpha, full xx, yy, xy: 1.83776, 1.83776, 0.00000 bohr^3
Alpha, raw wedge xx, yy, xy: 2.54938, 1.08868, 0.01239 bohr^3
Alpha, mirror wedge xx, yy, xy: 1.08868, 2.54938, 0.01239 bohr^3
Alpha, final-only symmetry xx, yy, xy: 1.81903, 1.81903, 0.00000 bohr^3
Alpha, symmetry every cycle xx, yy, xy: 1.83776, 1.83776, 0.00000 bohr^3
Alpha xx, quadrant with mirror: 1.83776 bohr^3
Final-only error in alpha xx: -1.874e-02 bohr^3
Quadrant error without mirror: -2.523e-06 bohr^3
Long-wave wavevector q: 0.00785 1/bohr
Alpha xx from long wave: 1.83767 bohr^3
Correct alpha xx converted: 0.27233 angstrom^3
Z of A, from field force: -1.70740 e
Z of A, from moved-site dipole: -1.70740 e
Z of B, from field force: -0.29260 e
Sum of Z, full xx, yy, xy: -2.00000, -2.00000, 0.00000 e
Sum of Z, raw wedge xx, yy, xy: -2.45191, -1.54209, -0.00551 e
C, full xx, yy, xy: 0.34840, 0.34840, 0.00000 Ha/bohr^2
C, raw wedge xx, yy, xy: 0.30086, 0.39680, -0.00040 Ha/bohr^2
C, symmetry every cycle xx, yy, xy: 0.34840, 0.34840, 0.00000 Ha/bohr^2
C xx, quadrant with mirror: 0.34840 Ha/bohr^2
Displacement step: 0.05 bohr
C xx from total energies: 0.34840 Ha/bohr^2
Correct C xx converted: 33.85511 eV/angstrom^2
C_BA xx, full: -0.34840 Ha/bohr^2
C_AA + C_BA, raw wedge xx, yy, xy: -0.06450, 0.06565, -0.00016 Ha/bohr^2
```
